# Why Drude's Lorenz number came out nearly right

## Question

The Wiedemann-Franz law says that $L=\kappa/(\sigma T)$, the thermal conductivity of a metal divided by its electrical conductivity and the temperature, is nearly the same for many metals. Drude treated the electrons as a classical gas and found $L\approx2.2\times10^{-8}\ \mathrm{W\,\Omega\,K^{-2}}$. Measured room-temperature values are roughly $2.4\times10^{-8}$ in the same unit. I took this as good evidence that a classical electron gas describes heat and charge transport in metals.

Now I am told that the agreement was an accident, that a factor of two was wrong, and that the same theory misses the thermopower by a factor of a hundred. How can one picture be so good for one quantity and so bad for the other? Which errors cancel, and is the whole agreement an accident?

## Answer

The way to find out is to keep the heat capacity and the electron speed as separate symbols until the end, and then insert classical and quantum values for each.

I assume free electrons of charge $-e$ and mass $m$, with number density $n$. Collisions randomize their directions, and the lattice carries no heat. The formulas keep $e$, $m$ and $k_B$ visible; the example uses Hartree atomic units.

### Charge and heat share one collision time

Let $a$ be the average time since an electron's last collision, taken over all electrons at one instant. Just after a collision the mean velocity is zero. In a field $\mathcal E$ the acceleration is $-e\mathcal E/m$, so the drift velocity is $-e\mathcal E a/m$. The current density is $-ne$ times this, which gives

$$\sigma=\frac{ne^2a}{m}.$$

For heat, let the temperature vary along $x$. An electron now at $x$ with velocity component $v_x$ had its last collision a time $t$ ago, at $x-v_xt$. It carries the energy $u(T)$ typical of that place. To first order in the gradient,

$$u\big(T(x-v_xt)\big)=u(T)-v_xt\,\frac{du}{dT}\frac{dT}{dx}.$$

Multiply by $nv_x$ and average. The first term vanishes because both directions are equally likely. In the second, $t$ is independent of direction and $\langle v_x^2\rangle=v^2/3$. With the heat capacity per volume $c_v=n\,du/dT$, the heat flux is

$$J_q=-\frac{c_vv^2a}{3}\frac{dT}{dx},\qquad \kappa=\frac{c_vv^2a}{3}.$$

This is a one-speed estimate: it gives all heat carriers the same $v$ and ignores the link between an electron's speed and its energy. A more careful calculation follows below. Dividing the two results,

$$L=\frac{\kappa}{\sigma T}=\frac{c_vv^2a}{3}\,\frac{m}{ne^2a}\,\frac1T=\frac{m\,c_v\,v^2}{3ne^2T}.$$

The collision time has cancelled. What remains is the product $c_vv^2$.

A classical gas has $c_v=\tfrac32nk_B$ and $v^2=3k_BT/m$, so

$$L_{\rm cl}=\frac{m}{3ne^2T}\cdot\frac{3nk_B}{2}\cdot\frac{3k_BT}{m}=\frac32\left(\frac{k_B}{e}\right)^2 .$$

Since $(k_B/e)^2=7.426\times10^{-9}\ \mathrm{W\,\Omega\,K^{-2}}$, this is $1.11\times10^{-8}\ \mathrm{W\,\Omega\,K^{-2}}$, half of the value you quote.

### The factor of two

The missing two comes from a conductivity that is half of what the model gives. Here is how such a half can arise.

Let the time between collisions be $t$, with mean $\langle t\rangle=\tau$. During one interval the time since the last collision grows from $0$ to $t$, so its average within that interval is $t/2$. Averaging this over intervals, each counted once, gives $\tau/2$ and hence $\sigma=ne^2\tau/(2m)$.

But a current is an average over time, and long intervals fill more time than short ones. An interval of length $t$ contributes $\int_0^t s\,ds=t^2/2$ to the time integral of the age and $t$ to the total time. Therefore

$$a=\frac{\langle t^2\rangle}{2\langle t\rangle}.$$

If collisions strike at random with a constant rate $1/\tau$, the intervals have the distribution $e^{-t/\tau}/\tau$. Then $\langle t^2\rangle=2\tau^2$ and $a=\tau$, not $\tau/2$.

The value $\tau/2$ would be right if all intervals were equal, because then $\langle t^2\rangle=\tau^2$. In that case, however, it would also belong in $\kappa$, and $L$ would still be $\tfrac32(k_B/e)^2$. The slip is the inconsistency: $\tau/2$ in the conductivity and $\tau$ in the heat flow. It doubles the ratio,

$$L_{\rm slip}=3\left(\frac{k_B}{e}\right)^2=2.23\times10^{-8}\ \mathrm{W\,\Omega\,K^{-2}} .$$

### The heat capacity is far too large

Electrons obey the Pauli principle. At temperatures far below the Fermi temperature $T_F=\varepsilon_F/k_B$, where $\varepsilon_F$ is the zero-temperature Fermi energy, most of them cannot take up an energy of order $k_BT$, because the states within reach are full.

Let $f_0$ be the Fermi function, $\mu$ the chemical potential, and $g(\varepsilon)$ the density of states per volume, including spin. The function $w=-\partial f_0/\partial\varepsilon$ is a peak at $\mu$, a few $k_BT$ wide, with unit area when $T\ll T_F$. We need its second moment. With $x=(\varepsilon-\mu)/k_BT$,

$$\int(\varepsilon-\mu)^2w\,d\varepsilon=(k_BT)^2\int_{-\infty}^{\infty}\frac{x^2e^x\,dx}{(e^x+1)^2}.$$

The integrand is even. For $x>0$ the fraction $e^x/(e^x+1)^2$ equals $\sum_{j\ge1}(-1)^{j+1}j\,e^{-jx}$, and $\int_0^\infty x^2e^{-jx}dx=2/j^3$. The integral is therefore

$$2\sum_{j\ge1}(-1)^{j+1}\frac{2}{j^2}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.$$

The alternating sum is $\pi^2/12$ because it equals $\sum1/j^2=\pi^2/6$ minus twice its even terms, which is minus half of the same sum.

At fixed density $\int g\,(\partial f_0/\partial T)_n\,d\varepsilon=0$, so $\mu$ may be subtracted from the energy in the heat capacity:

$$c_v=\int(\varepsilon-\mu)\,g\left(\frac{\partial f_0}{\partial T}\right)_{n}d\varepsilon,\qquad \left(\frac{\partial f_0}{\partial T}\right)_{n}=w\left[\frac{\varepsilon-\mu}{T}+\frac{d\mu}{dT}\right].$$

The $d\mu/dT$ term is smaller than the first by a factor of order $(T/T_F)^2$: both $d\mu/dT$ and the first moment of $gw$ arise from the slope of $g$ across the narrow peak. Dropping it and setting $g=g(\varepsilon_F)$ gives $c_v=\tfrac{\pi^2}{3}g(\varepsilon_F)k_B^2T$. For free electrons $n\propto\varepsilon_F^{3/2}$, hence $g(\varepsilon_F)=dn/d\varepsilon_F=3n/(2\varepsilon_F)$, and

$$c_v=\frac{\pi^2}{2}\,nk_B\,\frac{T}{T_F},\qquad \frac{c_v^{\rm cl}}{c_v}=\frac{3}{\pi^2}\frac{T_F}{T}.$$

### The speed is far too small

The electrons that carry heat are those whose occupation changes with temperature. They lie within a few $k_BT$ of the Fermi energy, so their squared speed is $v^2=2\varepsilon_F/m$, whatever the temperature. The classical value is too small by the factor

$$\frac{v^2_{\rm cl}}{v^2}=\frac{3k_BT/m}{2\varepsilon_F/m}=\frac32\frac{T}{T_F}.$$

One error grows as $T_F/T$ and the other shrinks as $T/T_F$. Their product contains no temperature and no density:

$$\frac{3}{\pi^2}\frac{T_F}{T}\cdot\frac32\frac{T}{T_F}=\frac{9}{2\pi^2}=0.456 .$$

The quantum values in the formula for $L$ give

$$L=\frac{m}{3ne^2T}\cdot\frac{\pi^2nk_B}{2}\frac{k_BT}{\varepsilon_F}\cdot\frac{2\varepsilon_F}{m}=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2=2.44\times10^{-8}\ \mathrm{W\,\Omega\,K^{-2}} .$$

A consistent one-speed classical theory reaches 0.456 of this. The slip doubles that to $9/\pi^2=0.912$, which is 9% below the degenerate result. Three errors, two of them huge, leave a small one.

### A model metal

Take $\varepsilon_F=0.3$ hartree, so that $T_F\approx94\,700$ K. At 300 K, $k_BT=9.50\times10^{-4}$ hartree and $T/T_F=3.167\times10^{-3}$.

- The heat capacity per electron is $0.01563\,k_B$, found by differentiating the energy of the Fermi gas numerically at fixed density. The classical value is too large by $1.5/0.01563=96$.
- The squared speed of the heat carriers is 0.600 atomic units. The classical value is $3k_BT/m=2.85\times10^{-3}$, so the ratio is $2.85\times10^{-3}/0.600=4.75\times10^{-3}$.
- The product is $96.0\times4.75\times10^{-3}=0.456$, or 0.912 with the slip.

At 100 K the heat capacity is wrong by a factor of 288 and the squared speed by $1.58\times10^{-3}$. Each error has changed threefold, and the product is again 0.456. Within this model, with one collision time for charge and heat, the temperature dependence of $L$ therefore carries no trace of the two errors. In a real metal $L$ can still change on cooling for a different reason, inelastic collisions, which is taken up in the last section.

### What was not an accident

It would go too far to call the whole agreement luck. To see which part is safe, drop the one-speed estimate and use the Boltzmann equation with a relaxation time $\tau(\varepsilon)$ and elastic collisions.

In a steady state, for gradients along $x$ and an electrostatic potential $\phi$, the force on an electron is $e\,d\phi/dx$. To first order, the change $\delta f$ of the distribution obeys

$$v_x\frac{\partial f_0}{\partial x}+e\frac{d\phi}{dx}\,v_x\frac{\partial f_0}{\partial\varepsilon}=-\frac{\delta f}{\tau}.$$

Since $f_0$ depends on $x$ through $T$ and $\mu$, $\partial f_0/\partial x=w\left[\frac{\varepsilon-\mu}{T}\frac{dT}{dx}+\frac{d\mu}{dx}\right]$. The force term equals $-w\,v_x\,e\,d\phi/dx$. With $\bar\mu=\mu-e\phi$ the two combine to

$$\delta f=-\tau v_xw\left[\frac{\varepsilon-\mu}{T}\frac{dT}{dx}+\frac{d\bar\mu}{dx}\right].$$

The particle current sums $v_x\delta f$ over states and the heat current sums $(\varepsilon-\mu)v_x\delta f$. Define

$$K_p=\int W(\varepsilon)\,(\varepsilon-\mu)^p\,w\,d\varepsilon,\qquad W=\tfrac13\,g\,\tau\,v^2 .$$

Then

$$J_n=-K_0\frac{d\bar\mu}{dx}-\frac{K_1}{T}\frac{dT}{dx},\qquad J_q=-K_1\frac{d\bar\mu}{dx}-\frac{K_2}{T}\frac{dT}{dx}.$$

A voltmeter responds to $\mathcal E'=(1/e)\,d\bar\mu/dx$. At uniform temperature the electric current is $-eJ_n=e^2K_0\mathcal E'$, so $\sigma=e^2K_0$. Thermal conductivity is measured at zero current, where $d\bar\mu/dx=-(K_1/K_0T)\,dT/dx$. Inserting this in $J_q$ gives $\kappa=(K_2-K_1^2/K_0)/T$, and

$$L=\frac{1}{e^2T^2}\left[\frac{K_2}{K_0}-\left(\frac{K_1}{K_0}\right)^2\right].$$

The bracket is the variance of the electron energy, with each energy weighted by its share $Ww$ in the conductivity. So $L$ measures the energy spread of the carriers, and that spread is of order $k_BT$ in both kinds of gas.

In a degenerate gas $W$ is nearly constant across the peak $w$. The variance is then the second moment found above, and $L=\tfrac{\pi^2}{3}(k_B/e)^2$ again.

In a dilute gas $w\propto e^{-\varepsilon/k_BT}$. Let $\tau\propto\varepsilon^r$. Since $g\propto\varepsilon^{1/2}$ and $v^2\propto\varepsilon$, the weight is $\varepsilon^{3/2+r}e^{-\varepsilon/k_BT}$. With $s=\tfrac52+r>0$, gamma-function integrals give a mean energy $s\,k_BT$ and a mean square $s(s+1)(k_BT)^2$. The variance is $s\,(k_BT)^2$, so

$$L=\left(\frac52+r\right)\left(\frac{k_B}{e}\right)^2 .$$

That is $\tfrac52$ for constant $\tau$ and $2$ for a constant mean free path ($r=-\tfrac12$). The $\tfrac32$ belongs to the one-speed estimate, not to classical statistics as such.

Between the limits I evaluated the integrals numerically for constant $\tau$. In units of $(k_B/e)^2$, $L$ is 2.58 at $\mu=0$, 3.00 at $\mu=5k_BT$ and 3.28 at $\mu=40k_BT$. The order of magnitude of $L$ thus tells you that, for carriers with a charge of size $e$, the energy spread is of order $k_BT$. It says little about whether they are classical. The accident is that Drude's number landed within 9% of the degenerate value.

### The thermopower has nothing to cancel against

Let a metal carry no current while its ends differ in temperature. The thermopower $S$ is defined by $\mathcal E'=S\,dT/dx$.

In the kinetic picture, electrons from the hot side arrive faster. An electron moving in direction $\hat u$ has the speed $v(T)$ set at its last collision. The usual estimate expands this speed as before and assumes that equal numbers of electrons arrive from the hot and the cold side. The mean thermal drift is then

$$-a\,\langle\hat u_x^2\rangle\,v\frac{dv}{dT}\frac{dT}{dx}=-\frac a6\frac{d(v^2)}{dT}\frac{dT}{dx}.$$

The field drift $-e\mathcal Ea/m$ must cancel it. Solving for the field,

$$\mathcal E=-\frac{m}{6e}\frac{d(v^2)}{dT}\frac{dT}{dx}=-\frac{1}{3e}\frac{d}{dT}\left(\frac{mv^2}{2}\right)\frac{dT}{dx},\qquad S=-\frac{c_v}{3ne}.$$

The last step uses $n\,d(\tfrac12mv^2)/dT=c_v$, so here $v^2$ is the mean over all electrons and not the Fermi speed used for $\kappa$. It also identifies $\mathcal E$ with $\mathcal E'$, a distinction this estimate is too crude to make. The equal-number assumption is also only approximate. At uniform density the faster electrons from the hot side come from a longer distance, so more of them arrive. Counting this doubles the drift to $-\frac a3\frac{d(v^2)}{dx}$ and the field to $-\frac{2c_v}{3ne}\frac{dT}{dx}$. This changes the prefactor but not the proportionality to $c_v$. The collision time has cancelled again, but now the heat capacity stands alone, with no factor $v^2$ to repair it.

The classical $c_v$ gives $S=-k_B/(2e)=-43\ \mathrm{\mu V/K}$. In the model metal at 300 K, the quantum $c_v$ gives

$$S=-\frac{\pi^2}{6}\frac{k_B}{e}\frac{T}{T_F}=-0.45\ \mathrm{\mu V/K}.$$

The ratio is 96, the same factor by which the heat capacity was wrong. This is the hundredfold failure.

The hundred is not universal. The ratio is $3T_F/(\pi^2T)$, so at 100 K it is 288. It also depends on what you compare with. In the Boltzmann treatment the zero-current condition gives $S=-K_1/(eTK_0)$, the *mean* of $\varepsilon-\mu$ where $L$ contains the variance. In a degenerate gas this mean would vanish if $W$ were constant. Its slope matters: $W\propto\varepsilon^{3/2+r}$ gives $W\approx W(\mu)\left[1+(\tfrac32+r)(\varepsilon-\mu)/\varepsilon_F\right]$ near the peak, and the second moment then yields

$$S=-\frac{\pi^2}{3}\left(\frac32+r\right)\frac{k_B}{e}\frac{T}{T_F}.$$

For constant $\tau$ this is $-1.35\ \mathrm{\mu V/K}$ at 300 K, three times the kinetic estimate. In units of $(k_B/e)\,T/T_F$, the doubled drift gives $-\pi^2/3$, and the term $(1/e)\,d\mu/dT$ that separates $\mathcal E'$ from $\mathcal E$ adds $-\pi^2/6$, which makes $-\pi^2/2$. Measured against this value, the classical $-43\ \mathrm{\mu V/K}$ is too large by a factor of 32.

The Boltzmann treatment of a dilute gas does not give a small value either. There the mean of $\varepsilon-\mu$ is $(\tfrac52+r)k_BT-\mu$ with $\mu$ negative, so for constant $\tau$ the thermopower exceeds $\tfrac52k_B/e$ in size. This limit needs a density far below that of the model metal, whose $\mu$ is large and positive. The small factor $T/T_F$ appears only in the degenerate gas.

### Where the quantum result stops

The value $\tfrac{\pi^2}{3}(k_B/e)^2$ needs $T\ll T_F$, a weight $W$ that varies little over a few $k_BT$, and one $\tau(\varepsilon)$ for both currents. If collisions change the electron energy appreciably, they can relax the heat current at a different rate from the charge current, and the variance formula no longer follows. Heat carried by the lattice adds to $\kappa$ and raises the measured ratio. The statement that the energy spread is of order $k_BT$ holds for carriers in one band. If electrons and holes conduct together across a gap, the spread is set by the gap, and $L$ can be many times $(k_B/e)^2$.

The thermopower is more delicate, because it depends on the slope of $W$. If $W$ falls with energy at the Fermi level, here for $-\tfrac52<r<-\tfrac32$ (below $-\tfrac52$ the power law makes the integrals diverge at the band bottom), then $S$ is positive although the carriers are electrons. A real band structure can also change that slope. The free-electron value therefore gives only a scale for the part of $S$ that comes from electron diffusion. Lattice vibrations flowing from hot to cold can also drag electrons along and add a further part, which is left out here. $L$ is insensitive to the slope of $W$ as long as the conditions above hold.
